\section*{The two silicon conduction bands near X: separation at the minimum}

\section*{Question}

The conduction-band minima of silicon lie on the cubic axes. Take the one between $\Gamma$ and the point X at $(0,0,2\pi/a)$. Let $K$ be the wavevector along this axis measured from $\Gamma$, and $k=K-2\pi/a$ the same wavevector measured from X, so that $k<0$ on the side of $\Gamma$. Near X there are two conduction bands close in energy. They are to be described by a two-band model that keeps terms up to $k^2$ and leaves out spin-orbit coupling.

Use these rounded typical values for silicon: lattice constant $a=0.5431$ nm, longitudinal mass $m_l=0.916\,m_0$ with $m_0$ the free-electron mass, and a minimum displaced from X by 15 percent of the distance $\Gamma$--X. Also $\hbar^2/m_0=0.07620$ eV\,nm$^2$. The separation of the bands means the vertical one, at fixed wavevector.

Each part below is followed by its model answer.

\section*{Part (a): the form of the model}

\emph{The diamond lattice is unchanged by the screw operation $S$: a quarter turn about $z$ followed by the shift $(a/4)(1,1,1)$. The two bands have screw eigenvalues of opposite sign. Show that they touch at X and are mirror images of each other about X, and write down the two-band Hamiltonian on the axis.}

\medskip
\textbf{Answer.} A quarter turn leaves a wavevector along $z$ unchanged, so Bloch states on the axis can be chosen as eigenstates of $S$. In four successive operations the sideways parts of the shift cancel and the parts along $z$ add up to $a$. Hence $S^4$ is a translation by $a$ along $z$, which multiplies a Bloch state by $e^{-iKa}$. The eigenvalues $s$ of $S$ therefore satisfy
\begin{equation}
s^4=e^{-iKa},\qquad s=i^{\,n}e^{-iKa/4},\qquad n=0,1,2,3 .
\end{equation}
Opposite signs allow the pair $n=0,2$ or the pair $n=1,3$. The crystal also has a mirror plane through the axis that exchanges $x$ and $y$. It keeps $K$ but reverses the quarter turn, and so turns a state with $n=1$ into one with $n=3$ of the same energy. Bands with $n=1$ and $n=3$ therefore coincide along the whole axis. The two bands considered here are separate away from X, so they have $n=0$ and $n=2$. Let $E_0(K)$ be the smooth band with $n=0$ that contains the minimum between $\Gamma$ and X.

Two facts fix its partner. First, without spin the complex conjugate of a state has the same energy and the wavevector $-K$. Since $S$ is a real operation, its eigenvalue becomes $s^*=(-i)^n e^{+iKa/4}$, which for $n=0$ is again the $n=0$ form, now at $-K$. Thus $E_0(-K)=E_0(K)$. Second, $4\pi/a$ is a reciprocal lattice vector along the axis, so $K$ and $K+4\pi/a$ denote the same states. But $e^{-i(K+4\pi/a)a/4}=-e^{-iKa/4}$, so a state labelled $n=0$ at one of these wavevectors is labelled $n=2$ at the other. The partner band is therefore $E_2(K)=E_0(K-4\pi/a)$, and
\begin{equation}
E_2\!\left(\tfrac{2\pi}{a}+k\right)=E_0\!\left(-\tfrac{2\pi}{a}+k\right)
=E_0\!\left(\tfrac{2\pi}{a}-k\right).
\label{mirror}
\end{equation}
This is the mirror relation. At $k=0$ it makes the energies equal, so the bands touch at X. Because their screw eigenvalues differ, no term that respects $S$ can mix them on the axis: they cross.

Now expand in $k$. By (\ref{mirror}) the odd powers have opposite signs in the two branches and the even powers are equal. Up to $k^2$, in the basis of the two branches,
\begin{equation}
H=\left(E_X+\frac{\hbar^2k^2}{2m}\right)
\begin{pmatrix}1&0\\0&1\end{pmatrix}
+Pk\begin{pmatrix}1&0\\0&-1\end{pmatrix},\qquad P>0 .
\label{ham}
\end{equation}
The first basis state belongs to $E_0$: with $P>0$ its energy falls on going from X towards $\Gamma$, as a minimum on that side requires. The mass $m$ contains the free-electron term and the second-order effect of all other bands. In $k\cdot p$ theory the linear term is $\hbar k p_z/m_0$, so $P=\hbar p/m_0$, where $\pm p$ are the eigenvalues of the momentum operator $p_z$ within the pair at X. The lower and upper bands are
\begin{equation}
E_\pm(k)=E_X+\frac{\hbar^2k^2}{2m}\pm P|k| .
\label{bands}
\end{equation}

\section*{Part (b): fixing the constants}

\emph{Express $m$ and $P$ through the longitudinal mass $m_l$ and the distance $k_0$ of the minimum from X.}

\medskip
\textbf{Answer.} For $k\neq0$ the lower band has slope
\begin{equation}
\frac{dE_-}{d|k|}=\frac{\hbar^2|k|}{m}-P ,
\end{equation}
which vanishes at $|k|=mP/\hbar^2$. The second derivative there is $\hbar^2/m>0$, so the point is a minimum. The longitudinal mass is defined by this curvature, hence $m=m_l$ with no correction from the coupling to the second band. The reason is that the linear term shifts a parabola without bending it. Setting the position equal to $k_0$ gives
\begin{equation}
P=\frac{\hbar^2k_0}{m_l}.
\label{P}
\end{equation}
Two measurable quantities, $k_0$ and $m_l$, thus fix the model on the axis apart from the zero of energy.

\section*{Part (c): the separation}

\emph{Find the separation $\Delta$ of the two bands at the minimum, first as a formula and then in eV. How strongly does it depend on the input values?}

\medskip
\textbf{Answer.} From (\ref{bands}) and (\ref{P}),
\begin{equation}
\Delta=E_+(k_0)-E_-(k_0)=2Pk_0=\frac{2\hbar^2k_0^2}{m_l}.
\label{gap}
\end{equation}
The same result follows from a picture. Completing the square in the branch with $+Pk$ gives
\begin{equation}
E_X+\frac{\hbar^2k^2}{2m_l}+\frac{\hbar^2k_0k}{m_l}
=E_X-\frac{\hbar^2k_0^2}{2m_l}+\frac{\hbar^2(k+k_0)^2}{2m_l}.
\label{square}
\end{equation}
Each branch is one parabola that runs straight through X. At $k=+k_0$, where the other branch has its minimum, this one is a distance $2k_0$ from its own minimum and has risen by $\hbar^2(2k_0)^2/(2m_l)=\Delta$.

For the numbers, the distance $\Gamma$--X is $2\pi/a=11.569$ nm$^{-1}$, so
\begin{align}
k_0&=0.15\times11.569\ \mathrm{nm}^{-1}=1.7354\ \mathrm{nm}^{-1},\\
P&=\frac{0.07620\times1.7354}{0.916}\ \mathrm{eV\,nm}=0.1444\ \mathrm{eV\,nm},\\
\Delta&=2\times0.1444\times1.7354\ \mathrm{eV}=0.501\ \mathrm{eV}.
\end{align}
The separation is 0.50 eV to the accuracy of the input.

For small changes, (\ref{gap}) with $k_0=f\,(2\pi/a)$ gives
\begin{equation}
\frac{d\Delta}{\Delta}=2\frac{df}{f}-2\frac{da}{a}-\frac{dm_l}{m_l}.
\end{equation}
Relative errors of $f$ and $a$ count twice, but $a$ is known far more accurately, so the position of the minimum matters most. With $a$ and $m_l$ held fixed, a minimum at 14 percent gives 0.436 eV and one at 16 percent gives 0.570 eV. One percentage point in the position therefore moves the separation by about 13 percent of its value, and a third digit in $\Delta$ would need a position known far better than that.

What happens for a heavier mass depends on what is held fixed. At fixed $k_0$ the separation falls as $1/m_l$. At fixed slope $P$ the minimum moves outwards, $k_0=m_lP/\hbar^2$, and $\Delta=2m_lP^2/\hbar^2$ rises with $m_l$.

\section*{Part (d): onset and occupation of the upper band}

\emph{How far above the minimum does the upper band begin? For non-degenerate electrons at 300 K, estimate the fraction that occupies it. Assume the same transverse masses in both bands and no coupling between transverse and longitudinal motion.}

\medskip
\textbf{Answer.} By (\ref{bands}) the upper band rises on both sides of X, so its lowest point on the axis is X itself. From (\ref{square}),
\begin{equation}
E_X-E_{\min}=\frac{\hbar^2k_0^2}{2m_l}=\frac{\Delta}{4}=0.125\ \mathrm{eV}.
\end{equation}
The separation $\Delta$ is the energy of a vertical transition. An electron that can change its wavevector reaches the upper band at a quarter of that energy.

For the occupation, follow one branch, with energy $E_{\min}+\hbar^2(k+k_0)^2/(2m_l)$. It is the lower band for $k<0$ and the upper band for $k>0$. The transverse integrals are equal in both bands and cancel. With Boltzmann weights, and with the limits extended to infinity because distant states carry little weight, the upper-band fraction is
\begin{equation}
w=\frac{\int_0^\infty e^{-\hbar^2(k+k_0)^2/(2m_lk_BT)}\,dk}
{\int_{-\infty}^{\infty}e^{-\hbar^2(k+k_0)^2/(2m_lk_BT)}\,dk}.
\end{equation}
Substitute $u=(k+k_0)\,\hbar/\sqrt{2m_lk_BT}$. The lower limit $k=0$ becomes $u_0=\hbar k_0/\sqrt{2m_lk_BT}=\sqrt{\Delta/(4k_BT)}$, and the full integral is $\sqrt\pi$. Therefore
\begin{equation}
w=\frac{1}{\sqrt\pi}\int_{u_0}^{\infty}e^{-u^2}du
=\frac12\,\mathrm{erfc}\sqrt{\frac{\Delta}{4k_BT}} .
\label{share}
\end{equation}
The mirror branch gives the same fraction, so $w$ holds for both together. At 300 K, $k_BT=25.85$ meV and $u_0=\sqrt{0.1253/0.02585}=2.20$, which gives $w=9.3\times10^{-4}$. About one electron in a thousand is in the upper band. The factor $e^{-\Delta/k_BT}=3.8\times10^{-9}$, which would apply if the band began at the height $\Delta$, is too small by more than five orders of magnitude.

\section*{Part (e): shear strain}

\emph{A shear strain $\varepsilon_{xy}$ couples the two branches by a real constant $\delta$. Find the new position of the minimum, its energy, and the separation there. Evaluate them for $\delta=0.050$ eV.}

\medskip
\textbf{Answer.} The quarter turn in $S$ changes the sign of $xy$, so the strain term changes sign under $S$. Such a term can only connect states whose screw eigenvalues are opposite, which is the case for this pair, and has no diagonal elements. It must also respect the mirror that exchanges $x$ and $y$, under which the two states have the same parity: $xy$ is even under it and couples them, while $x^2-y^2$, although it also changes sign under $S$, is odd and does not. It enters (\ref{ham}) as an off-diagonal element $\delta$, which can be made real by choice of phase. The eigenvalues become
\begin{equation}
E_\pm=E_X+\frac{\hbar^2k^2}{2m_l}\pm\sqrt{P^2k^2+\delta^2}.
\end{equation}
At X the bands are now split by $2|\delta|$. Write $k=uk_0$. Then $\hbar^2k^2/(2m_l)=\Delta u^2/4$ and $Pk=\Delta u/2$, so with $R=\sqrt{\Delta^2u^2/4+\delta^2}$,
\begin{equation}
E_--E_X=\frac{\Delta u^2}{4}-R,\qquad
\frac{dE_-}{du}=\frac{\Delta u}{2}\left(1-\frac{\Delta}{2R}\right).
\end{equation}
Away from $u=0$ the slope vanishes when $R=\Delta/2$. Since the separation is $2R$, it equals $\Delta$ at the new minimum, whatever the value of $\delta$ below the limit found next. Solving $R=\Delta/2$ for $u$ and inserting the result in $E_-$ gives
\begin{align}
u^2&=1-\frac{4\delta^2}{\Delta^2},\\
E_--E_X&=\frac{\Delta}{4}-\frac{\delta^2}{\Delta}-\frac{\Delta}{2}
=-\frac{\Delta}{4}-\frac{\delta^2}{\Delta}.
\label{drop}
\end{align}
The solution requires $|\delta|<\Delta/2$. At larger coupling $R$ exceeds $\Delta/2$ for all $u\neq0$, the minimum sits at X, and the separation there is $2|\delta|$.

For $\delta=0.050$ eV the bands at X are 0.100 eV apart, the minimum moves to $0.980\,k_0$ and drops by 5.0 meV, and the separation at the minimum is still 0.501 eV. At the old position $k_0$ it would be $\sqrt{\Delta^2+4\delta^2}=0.511$ eV. The move towards X compensates this increase.

The mass does change. Since $d(u/R)/du=\delta^2/R^3$, the second derivative at the minimum is
\begin{equation}
\frac{d^2E_-}{du^2}=\frac{\Delta}{2}-\frac{\Delta^2}{4}\,\frac{8\delta^2}{\Delta^3}
=\frac{\Delta}{2}\left(1-\frac{4\delta^2}{\Delta^2}\right),
\end{equation}
so the longitudinal mass grows by the factor $1/(1-4\delta^2/\Delta^2)=1/0.980^2=1.04$.

\section*{Part (f): how good is the model?}

\emph{A band calculation for silicon uses a local empirical pseudopotential without spin-orbit coupling. Its form factors are $-0.21$, $0.04$ and $0.08$ Ry for reciprocal lattice vectors with squared length 3, 8 and 11 in units of $(2\pi/a)^2$. Diagonalization in 126 plane waves gives a minimum at 14.64 percent from X, a longitudinal mass of $0.873\,m_0$, a slope at X of $P=0.1537$ eV\,nm, and a separation at the minimum of 0.527 eV. With 254 plane waves the separation changes by $-0.4$ meV. Compare with the two-band formula and account for the difference.}

\medskip
\textbf{Answer.} The formula must be given the minimum and mass of the same calculation. Then $k_0=0.1464\times11.569=1.694$ nm$^{-1}$, and (\ref{gap}) gives 0.501 eV. This is 5 percent, or 26 meV, below the separation of the full calculation. The basis-set shift is far smaller, so the difference belongs to the two-band model.

That the formula returns 0.501 eV here as well as in part (c) is a coincidence of the inputs: the smaller distance lowers $k_0^2$ by 5 percent and the smaller mass raises $1/m_l$ by 5 percent. It does not add support to the value.

The mirror relation (\ref{mirror}) holds in the full calculation too, so the difference can be traced. The even powers of $k$ cancel in the separation and the odd ones double:
\begin{equation}
\Delta_{\mathrm{full}}=2\left(Pk_0+ck_0^3+\dots\right).
\end{equation}
The linear term with the true slope gives $2\times0.1537\times1.694=0.521$ eV, leaving about 6 meV for the cubic and higher odd terms. The remaining 20 meV arise because the slope is not quite $\hbar^2k_0/m_l=0.148$ eV\,nm. Relation (\ref{P}) assumes one curvature all the way from X to the minimum, and the same cubic term spoils this. With $ck^3$ added to the branch $E_0$, the conditions for the position and the curvature of the minimum give $P-\hbar^2k_0/m_l=3ck_0^2$, which contributes $6ck_0^3$ to the separation, three times the direct $2ck_0^3\approx6$ meV. The cubic term thus accounts for almost the whole difference, $8ck_0^3\approx26$ meV.

Transverse motion brings in a further term. The product $k_xk_y$ changes sign under the quarter turn just as $\varepsilon_{xy}$ does, so it couples the branches in the same way. It vanishes on the axis and leaves the answer to part (c) untouched. Its size follows from the same band calculation. For a small displacement from X along $k_x=k_y$, half the splitting of the pair is compared with the mean rise of the pair, and the ratio is applied to a transverse energy $k_BT$ at 300 K. The coupling is then 21 meV. The minimum itself lies on the axis and is not affected. At the displaced transverse wavevector, by (\ref{drop}), the coupling lowers the lowest energy along $k$ by 0.9 meV, which is small beside $k_BT$. Near X, where the branches meet, a coupling of 21 meV is comparable with $k_BT$. Since it pushes the upper band up and the lower band down, the fraction found in part (d) is an overestimate, to be read as an order of magnitude.

\medskip
\textbf{Silicon in devices.} The mass and the position of the minimum used here are close to those of real silicon, so a vertical separation of roughly half an electronvolt is the fair conclusion. The pseudopotential is itself an empirical model and not a measurement; its 5 percent shows the size of the terms the two-band model drops. Parts (a) to (d) assume that there is no shear. Some strained devices violate this: uniaxial stress along [110], for example, produces $\varepsilon_{xy}$. With $\delta=D\varepsilon_{xy}$, where $\varepsilon_{xy}$ is the tensor component (half the engineering shear), and a deformation potential $D$ of 10 to 15 eV, a rough range, the coupling of part (e) needs a shear strain $\varepsilon_{xy}$ of about 0.3 to 0.5 percent. Within the model on the axis, and for the valleys along $z$ only, the separation at the minimum does not move, while the minimum drops by 5 meV and the longitudinal mass rises by 4 percent. These are second-order effects and not the largest ones. The $k_xk_y$ coupling adds to $\delta$ or subtracts from it, so the transverse masses along [110] and $[1\bar10]$ change in first order and in opposite directions: the model gives $(21/25.85)\times2\delta/\Delta\approx17$ percent, to be read as 10 to 20 percent. Uniaxial stress of this size, above 1 GPa, also has normal strain components, which the model leaves out. They shift the $z$ valleys against the other four by some 50 meV or more and can change the separation by a few percent.
